# Pauling electronegativities of hydrogen and the halogens from computed bond energies

## Question

I am trying to reconstruct Pauling's electronegativities $\chi$ for H, F, Cl, Br and I from bond energies. I computed all fifteen diatomics and the five atoms with frozen-core second-order Møller–Plesset theory (MP2) in the def2-SVP basis, with density fitting and an effective core potential on iodine. The bond energies $D_{AB}$, in eV, are measured from the minimum of each potential curve, without zero-point energy:

| | H | F | Cl | Br | I |
|---|---|---|---|---|---|
| H | 4.258 | 5.721 | 4.236 | 3.717 | 3.051 |
| F | | 1.431 | 2.203 | 2.279 | 2.432 |
| Cl | | | 1.898 | 1.844 | 1.770 |
| Br | | | | 1.774 | 1.669 |
| I | | | | | 1.472 |

The rule says that the excess of $D_{AB}$ over the mean of $D_{AA}$ and $D_{BB}$ is $(\chi_A-\chi_B)^2$ in eV. With the arithmetic mean I get a difference of 1.076 for H–Cl, 0.432 for H–I and 0.292 for Cl–I. If I lies between H and Cl, the last two should add up to the first, but they give 0.724.

Ten pairs give me ten such numbers for five elements, and the square root hides their signs. How do I get one scale out of this? Would the geometric mean be better? And how do I judge whether the differences really add?

## Answer

Your triangle is a sound test, and its failure is information about the rule. A least-squares fit spreads such failures over the scale, and its misfit can be written entirely in terms of them.

### The two excess energies

Let $E_A$ be the energy of an atom and $E_{AB}$ that of a molecule at its minimum, in hartree. Then

$$D_{AB}=E_A+E_B-E_{AB}.$$

Pauling's hypothesis is

$$\Delta_{AB}=D_{AB}-M_{AB}=k(\chi_A-\chi_B)^2,$$

where $M_{AB}$ is the chosen mean. It stands for the strength the bond would have without polarity. This is an empirical law, to be tested. The constant $k=1$ eV, or $1/27.211=0.03675$ hartree, makes $\chi$ a pure number.

For the arithmetic mean, insert the definition of $D$. Since $D_{AA}=2E_A-E_{AA}$,

$$M^{a}_{AB}=\tfrac12(D_{AA}+D_{BB})=E_A+E_B-\tfrac12(E_{AA}+E_{BB}),$$

$$\Delta^{a}_{AB}=D_{AB}-M^a_{AB}=\tfrac12(E_{AA}+E_{BB})-E_{AB}.$$

The atomic energies have cancelled. $\Delta^a$ is the energy released per molecule AB when A₂ and B₂ turn into 2 AB, so an error in an atomic energy cannot affect it.

For the geometric mean, $M^g_{AB}=\sqrt{D_{AA}D_{BB}}$, there is no such cancellation. The two excesses differ by

$$\Delta^g_{AB}-\Delta^a_{AB}=\tfrac12\left(D_{AA}+D_{BB}-2\sqrt{D_{AA}D_{BB}}\right)=\tfrac12\left(\sqrt{D_{AA}}-\sqrt{D_{BB}}\right)^2\ge 0.$$

They agree when the two homonuclear bonds are equally strong.

Take H–F. The arithmetic mean is $(4.258+1.431)/2=2.845$ eV, so $\Delta^a=5.721-2.845=2.876$ eV (2.877 before rounding). The geometric mean is $\sqrt{4.258\times1.431}=2.468$ eV, so $\Delta^g=3.253$ eV. With $d_{AB}=\sqrt{\Delta_{AB}/k}$, all ten pairs give:

| Pair | $\Delta^a$ (eV) | $\Delta^g$ (eV) | $d^a$ | $d^g$ |
|---|---|---|---|---|
| H–F | 2.877 | 3.253 | 1.696 | 1.804 |
| H–Cl | 1.158 | 1.393 | 1.076 | 1.180 |
| H–Br | 0.701 | 0.969 | 0.837 | 0.984 |
| H–I | 0.186 | 0.548 | 0.432 | 0.740 |
| F–Cl | 0.539 | 0.555 | 0.734 | 0.745 |
| F–Br | 0.677 | 0.686 | 0.823 | 0.828 |
| F–I | 0.981 | 0.981 | 0.991 | 0.991 |
| Cl–Br | 0.008 | 0.009 | 0.091 | 0.097 |
| Cl–I | 0.085 | 0.099 | 0.292 | 0.314 |
| Br–I | 0.047 | 0.054 | 0.216 | 0.232 |

No excess is negative here. A negative one would have no real root and would contradict the law for that pair.

### The least-squares scale

Give each root a sign: $s_{AB}=\pm d_{AB}$, with $s_{BA}=-s_{AB}$ and $s_{AA}=0$. For given signs, minimize

$$S=\sum_{A<B}(s_{AB}-\chi_A+\chi_B)^2 .$$

This gives each $d$ the same weight, which is a choice. Each square is unchanged when A and B are exchanged, so every pair containing A can be written with A first. Setting the derivative with respect to $\chi_A$ to zero gives

$$-2\sum_{B\ne A}(s_{AB}-\chi_A+\chi_B)=0 .$$

The term $B=A$ would be zero, so it may be added. With $n$ elements,

$$n\chi_A-\sum_B\chi_B=\sum_B s_{AB}.$$

The data contain differences alone, so a constant may be added to every $\chi$. Choose it for the moment so that $\sum_B\chi_B=0$. Then

$$\boxed{\chi_A=\frac1n\sum_B s_{AB}}$$

Each electronegativity is the average signed difference from all elements, itself included. $S$ is a sum of squares of linear functions, so this stationary point is a minimum.

**The signs.** For a fixed fitted difference $x=\chi_A-\chi_B$, the choice $s=\pm d$ that agrees in sign with $x$ contributes $(d-|x|)^2$. The other contributes $(d+|x|)^2$, which is no smaller. The best sign pattern can therefore be taken from an ordering of the elements, and it is enough to try each order and keep the one with the smallest $S$. Reversing the whole order leaves $S$ unchanged, so I place F above H by convention. Both means then give F > Cl > Br > I > H. The numerical check also tries all $2^{10}=1024$ sign patterns and finds no smaller $S$.

For the arithmetic mean, the row averages of H and F are

$$\chi_H=-\frac{1.696+1.076+0.837+0.432}{5}=-0.808,$$

$$\chi_F=\frac{1.696+0.734+0.823+0.991}{5}=0.849 .$$

Their difference is 1.657. Anchoring the scale at $\chi_H=2.20$, a convention, puts fluorine at 3.86. The full scales are:

| Element | Arithmetic | Geometric |
|---|---|---|
| H | 2.20 | 2.20 |
| F | 3.86 | 4.02 |
| Cl | 3.15 | 3.31 |
| Br | 3.04 | 3.20 |
| I | 2.80 | 2.98 |

### What your triangle measures

Define the closure defect

$$t_{ABC}=s_{AB}+s_{BC}+s_{CA}.$$

If differences add, it is zero. Now insert the row averages into the residual $r_{AB}=s_{AB}-\chi_A+\chi_B$:

$$r_{AB}=s_{AB}-\frac1n\sum_C s_{AC}+\frac1n\sum_C s_{BC}
=\frac1n\sum_C(s_{AB}+s_{BC}+s_{CA})=\frac1n\sum_C t_{ABC}.$$

The middle step uses $s_{AB}=\frac1n\sum_C s_{AB}$ and $-s_{AC}=s_{CA}$. The misfit of a pair is thus the sum of the defects of its triangles, divided by $n$.

The total misfit follows from two facts. First, the $\chi$ cancel around a triangle, so $t_{ABC}=r_{AB}+r_{BC}+r_{CA}$. Second, the normal equations say $\sum_B r_{AB}=0$ for every A. Square $t$ and sum over all ordered triples:

- Each of the three squared terms gives $n\sum_{A,B}r_{AB}^2=2nS_{\min}$, because every pair appears in two orders. Together they give $6nS_{\min}$.
- Each cross term vanishes. For example, $\sum_{A,B,C}r_{AB}r_{BC}$ contains the factor $\sum_A r_{AB}=0$.

Each triangle occurs in six orders with the same $t^2$, and triples with a repeated element have $t=0$. Hence

$$S_{\min}=\frac1n\sum_{\text{triangles}}t_{ABC}^2 .$$

A perfect fit and additivity around every triangle are the same condition. With two elements there is nothing to test. With five, ten data and four free differences leave six independent conditions.

To read the defects easily, take the largest difference in fitted order minus the sum of the two inner ones. This equals $t$ up to sign:

| Triangle | Arithmetic | Geometric |
|---|---|---|
| H–F–Cl | −0.114 | −0.122 |
| H–F–Br | 0.036 | −0.009 |
| H–F–I | 0.274 | 0.073 |
| H–Cl–Br | 0.147 | 0.099 |
| H–Cl–I | 0.353 | 0.126 |
| H–Br–I | 0.190 | 0.012 |
| F–Cl–Br | −0.002 | −0.013 |
| F–Cl–I | −0.035 | −0.069 |
| F–Br–I | −0.049 | −0.070 |
| Cl–Br–I | −0.016 | −0.015 |

You happened to pick the worst triangle. The three large arithmetic defects, 0.190, 0.274 and 0.353, all contain the pair H–I. They give it a residual of magnitude $(0.274+0.353+0.190)/5=0.163$: the root is 0.432, while the fitted difference is 0.595.

### Which mean does better here?

Dividing $S_{\min}$ by $\sum d^2$ and taking the root gives a relative misfit that does not depend on $k$. It is 8.7% for the arithmetic mean and 3.6% for the geometric mean.

The gain comes from triangles with hydrogen. Among the four all-halogen triangles, the arithmetic mean closes better in three, and the fourth is practically a tie.

The formula for $\Delta^g-\Delta^a$ shows how the H–I triangles improve. Going to the geometric mean adds similar energies to H–F (0.376 eV) and H–I (0.362 eV), since F₂ and I₂ have similar bond energies. But the root of a small number responds more strongly: $d_{HF}$ rises by 0.108 and $d_{HI}$ by 0.308, while $d_{FI}$ hardly moves. The H–F–I defect therefore changes by $0.108-0.308=-0.200$, from 0.274 to about 0.07. This traces the arithmetic; it does not explain why nature should prefer one mean.

A stricter measure is to predict a pair that was left out of the fit. Let $p$ be the prediction for $s_{AB}$ from the other nine pairs. Adding a datum equal to $p$ would not change that fit. In the full formula, $\chi_A-\chi_B$ contains $s_{AB}$ with weight $2/n$, once from each row. Replacing $s_{AB}$ by $p$ must therefore turn the fitted difference into $p$:

$$p=(\chi_A-\chi_B)+\frac2n(p-s_{AB})
\quad\Rightarrow\quad s_{AB}-p=\frac{r_{AB}}{1-2/n}.$$

For $n=5$ each residual grows by $1/0.6$. With signs held fixed, the root-mean-square (rms) left-out error in $d$ is 0.124 for the arithmetic mean and 0.056 for the geometric mean.

In energy, the fitted scales reproduce the ten mixed bond energies with rms errors of 0.115 eV and 0.066 eV (0.0042 and 0.0024 hartree). Setting all $\chi$ equal would leave 1.09 eV and 1.25 eV.

Could any ten numbers be fitted this well? Reassigning the ten roots to pairs at random, and choosing the best order each time, did as well in 2 of 2000 trials for the arithmetic mean and in none for the geometric mean. So the approximate additivity is not a product of the freedom in the fit. It belongs to the roots: the excess energies themselves do not add, since $\Delta^a$ is 2.877 eV for H–F but $1.158+0.539=1.697$ eV for H–Cl plus F–Cl.

### How far to trust the result

**Weighting.** With $x$ the magnitude of the fitted difference, the energy error of a pair is $k(d^2-x^2)=k(d-x)(d+x)\approx 2kd\,(d-x)$. Fitting energies directly thus gives more weight to strongly polar pairs. A local search started from the scales above moves chlorine from 3.15 to 3.23 (arithmetic) and from 3.31 to 3.35 (geometric); the other shifts are smaller. The rms errors fall to 0.095 eV and 0.055 eV, so the ranking stays.

**Small differences.** The same relation gives $\delta d\approx\delta\Delta/(2kd)$. For Cl–Br, with $\Delta^a=0.008$ eV, an error of 0.008 eV could remove the difference altogether. For an equal error in $\Delta$, the larger roots of the bonds to H and F are less sensitive. They do not agree on the Cl–Br separation, however: with the arithmetic mean it is $1.076-0.837=0.24$ through H and $0.823-0.734=0.09$ through F.

**Atomic energies.** The geometric mean needs good atoms. Spin–orbit coupling, omitted here, lowers the iodine atom by roughly 0.3 eV. As a model, lower that atom by 0.30 eV and leave the molecules alone. $\Delta^a$ does not change, but $\Delta^g$ of H–I rises by 0.277 eV to 0.825 eV, so $d^g_{HI}=0.908$. For Cl–I, the bond energies become $D_{ClI}=1.470$ eV and $D_{II}=0.872$ eV, hence

$$\Delta^g_{ClI}=1.470-\sqrt{1.898\times0.872}=0.184\ \text{eV},\qquad d^g_{ClI}=0.428 .$$

The geometric H–Cl–I defect then moves from 0.126 to $1.180-0.428-0.908=-0.156$. Refitting all ten pairs with the lowered atom raises the geometric relative misfit from 3.6% to 6.6%, while the arithmetic one stays at 8.7%. Spin–orbit coupling also lowers the lighter halogens. Lowering F, Cl, Br and I together, by about 0.017, 0.036, 0.15 and 0.31 eV and again leaving the molecules alone, gives 5.3%. Part of the good geometric closure therefore depends on an atomic energy that this calculation does not describe well.

**Level of theory.** The basis is small, and zero-point energy, higher correlation and basis-superposition corrections are missing. For Cl₂ the calculation gives 1.9 eV, against a measured value of roughly 2.5 eV. These scales belong to MP2/def2-SVP and are not converged to the digits shown. With def2-TZVP at near-experimental bond lengths, F, Cl, Br and I move to 3.85, 3.09, 2.94 and 2.66 (arithmetic) and to 3.99, 3.23, 3.08 and 2.83 (geometric). The root $d^a_{HI}$ falls from 0.43 to 0.26, and the relative misfits become 9.7% and 3.1%. The order of the elements and the ranking of the two means are unchanged, but individual values shift by up to 0.15. At this level the geometric mean gives the more consistent scale for these five elements, and it stays ahead in the iodine example, though by less than half the margin. The size of its advantage is thus sensitive to the atomic energies and should not be taken as a property of the real bonds without better ones.

## Computed values

```
MP2/def2-SVP: bond, length (angstrom), bond energy D (eV)
H-H      0.753    4.258
F-F      1.408    1.431
Cl-Cl    2.034    1.898
Br-Br    2.319    1.774
I-I      2.711    1.472
H-F      0.919    5.721
H-Cl     1.276    4.236
H-Br     1.413    3.717
H-I      1.608    3.051
F-Cl     1.661    2.203
F-Br     1.790    2.279
F-I      1.954    2.432
Cl-Br    2.179    1.844
Cl-I     2.370    1.770
Br-I     2.514    1.669
pair: Delta arith, geom (eV); root d arith, geom; residual arith, geom
H-F      2.877   3.253   1.696   1.804  -0.039   0.012
H-Cl     1.158   1.393   1.076   1.180  -0.123  -0.069
H-Br     0.701   0.969   0.837   0.984  -0.001   0.015
H-I      0.186   0.548   0.432   0.740   0.163   0.042
F-Cl     0.539   0.555   0.734   0.745   0.030   0.041
F-Br     0.677   0.686   0.823   0.828   0.002   0.013
F-I      0.981   0.981   0.991   0.991  -0.072  -0.042
Cl-Br    0.008   0.009   0.091   0.097  -0.026  -0.014
Cl-I     0.085   0.099   0.292   0.314  -0.067  -0.014
Br-I     0.047   0.054   0.216   0.232  -0.025   0.014
chi (no unit): root fit arith, geom; direct energy fit arith, geom
H     2.200   2.200   2.200   2.200
F     3.857   4.015   3.885   4.008
Cl    3.153   3.311   3.229   3.346
Br    3.036   3.200   3.051   3.184
I     2.795   2.982   2.840   2.991
triangle: outer difference minus sum of inner two, arith, geom
H-F-Cl     -0.114  -0.122
H-F-Br      0.036  -0.009
H-F-I       0.274   0.073
H-Cl-Br     0.147   0.099
H-Cl-I      0.353   0.126
H-Br-I      0.190   0.012
F-Cl-Br    -0.002  -0.013
F-Cl-I     -0.035  -0.069
F-Br-I     -0.049  -0.070
Cl-Br-I    -0.016  -0.015
summary: arithmetic, geometric
negative Delta (count)                  0.0000   0.0000
relative misfit (no unit)               0.0871   0.0362
rms left-out error in d (no unit)       0.1236   0.0558
rms D error, root fit (eV)              0.1153   0.0660
rms D error, direct fit (eV)            0.0954   0.0553
rms D error, all chi equal (eV)         1.0892   1.2456
shuffles fitting as well (fraction)     0.0010   0.0000
I atom lowered by 0.30 eV: change of Delta(HI) (eV), arith 0.000, geom 0.277
density-fitting error, largest tested (eV): 0.00154
bond-minimum error, largest tested (eV): 0.00013
hartree in eV: 27.211386
```
